# Quasistatic Child-law expansion of a planar implantation sheath, part 2

A planar target at $x=0$ is stepped to $-V_0$ at $t=0$ in a uniform plasma of cold, singly charged ions (mass $M$, density $n_0$). The sheath, free of electrons and collisions, extends to a sharp edge $s(t)$; beyond it the plasma is neutral. The elementary charge is 1 and Poisson's equation carries $4\pi$. The scales are the matrix width $s_0=\sqrt{V_0/(2\pi n_0)}$, $\omega_{\rm pi}=\sqrt{4\pi n_0/M}$ and the full-voltage speed $u_0=\omega_{\rm pi}s_0$.

With ion density $n$ and flux $J$ towards the target, the voltage and average-flux relations are

$$
V_0=4\pi\int_0^s x\,n\,dx,\qquad
n_0\frac{ds}{dt}=\frac1s\int_0^sJ(x,t)\,dx .
$$

The first derivation assumed steady Child flow at each instant (the quasistatic step), with $v=u_0(1-x/s)^{2/3}$ and

$$
J_{\rm C}=\frac29\,n_0u_0\left(\frac{s_0}{s}\right)^2,\qquad
\frac{ds}{dt}=\frac29\,u_0\left(\frac{s_0}{s}\right)^2 .
$$

Starting from $s(0)=s_0$, this gave the cube-root law

$$
s=s_0\left[1+\frac23\,\omega_{\rm pi}t\right]^{1/3}.
$$

The ratio of crossing time $3s/u_0$ to expansion time is $(2/3)(s_0/s)^2$. The late dose per unit area is

$$
D=n_0\left(s-\frac23\frac{s_0^2}{s}\right).
$$

For plasma already drifting towards the target at the Bohm speed $u_{\rm B}=\sqrt{T_e/M}$ ($T_e$ is the electron temperature), the supply model and its limiting width are

$$
\frac{ds}{dt}+u_{\rm B}=\frac29\,u_0\left(\frac{s_0}{s}\right)^2,\qquad
s_{\rm c}=s_0\sqrt{\frac{2u_0}{9u_{\rm B}}}.
$$

The worked case has $V_0=50000$ eV (as ion energy), $T_e=1$ eV, $n_0=10^{-14}$ Å$^{-3}$ and $M=40$ u, so $s_0=2.351\times10^8$ Å, $u_0=4.911\times10^6$ Å/ns and $\omega_{\rm pi}=0.0209$ ns$^{-1}$. At 1000 ns, $\omega_{\rm pi}t=20.89$ and the cube-root width is $5.79\times10^8$ Å.

The second derivation follows individual ions without using the Child law. Until the comparison with the worked case, lengths are in $s_0$, times in $1/\omega_{\rm pi}$, speeds in $u_0$ and densities in $n_0$, so the cube-root law reads $s^3=1+2t/3$. Plasma supply is set aside: each ion is at rest until the edge passes it.

### Motion of one ion

Label an ion by its initial position $a$. As long as ions do not overtake one another, those between it and the edge are the ones whose labels lie between $a$ and $s(t)$. In ordinary units the field on the ion is $4\pi n_0(s-a)$, and its acceleration towards the target is $\omega_{\rm pi}^2(s-a)$. In the present units

$$
\ddot x=-(s(t)-a).
$$

Let $\tau(a)$ be the time at which the ion is uncovered. For $a<1$ it is zero, because the voltage step uncovers these ions at once. For $a>1$ it is defined by $s(\tau)=a$. The ion starts with $x=a$ and $\dot x=0$, so two integrations give

$$
x(a,t)=a-\int_\tau^t(t-t')\,[s(t')-a]\,dt' .
$$

To check the absence of overtaking, differentiate with respect to $a$. The explicit $a$ inside the integral contributes $+\int_\tau^t(t-t')\,dt'=T^2/2$, where $T=t-\tau$ is the time since uncovering. The moving lower limit contributes $(t-\tau)[s(\tau)-a]\,d\tau/da$. This vanishes for $a<1$ because $\tau$ is constant there, and for $a>1$ because $s(\tau)=a$. Thus

$$
\frac{\partial x}{\partial a}=1+\frac{T^2}{2}.
$$

Neighbouring ions move apart, so the order assumed in the force is preserved. The local density is the inverse of this stretching, $n=1/(1+T^2/2)$. In a numerical calculation with discrete ion sheets, the stretching of a pair in the late sheath was tested against this formula and agreed to better than 0.01 percent.

### The voltage condition

Since $n\,dx=da$, the voltage relation becomes an integral over labels. Substituting $V_0=2\pi n_0s_0^2$ gives, in the present units,

$$
\int_{a_{\rm w}(t)}^{s(t)}x(a,t)\,da=\frac12 ,
$$

where $a_{\rm w}$ labels the ion now reaching the target. This condition and the ion paths determine $s(t)$.

Immediately after the step the ions with $0<a<1$ have speeds close to $(1-a)t$. To find the edge motion, differentiate the voltage condition. The upper limit contributes $s\,ds/dt$ because $x(s,t)=s$, and the lower limit contributes nothing because $x(a_{\rm w},t)=0$. Hence

$$
s\frac{ds}{dt}=-\int_{a_{\rm w}}^s\dot x\,da .
$$

This is the average-flux relation in another form. To lowest order at early times the right side is $t\int_0^1(1-a)\,da=t/2$, and $s=1$ on the left. Therefore

$$
\frac{ds}{dt}\simeq\frac t2,\qquad s\simeq1+\frac{t^2}{4}.
$$

The edge starts from rest, whereas the cube-root law starts at speed $2/9$. At $t=0.2$ the computed displacement of the edge is 0.98 of $t^2/4$.

### The late sheath at leading order

At late times let the edge speed vary little while one ion crosses, and write $p=ds/dt$ at the present time $t$. An ion uncovered a time $T$ ago started at $a\simeq s-pT$. At an intermediate moment, a time $y$ before the present, the edge was ahead of the ion's label by

$$
s(t-y)-s(t-T)\simeq p(T-y).
$$

The displacement of the ion is therefore

$$
\int_0^Ty\,p(T-y)\,dy=p\left(\frac{T^3}{2}-\frac{T^3}{3}\right)=\frac{pT^3}{6}.
$$

When $s$ is large, $pT$ turns out to be smaller than $s$ by a factor of order $1/s^2$. It is dropped here and restored below. The leading path is

$$
x=s-\frac{pT^3}{6}.
$$

The ion reaches the target at age $T_0$, where $pT_0^3=6s$. Ions uncovered within an interval $dT$ span the label interval $p\,dT$, so the voltage condition is

$$
\frac12=p\int_0^{T_0}\left(s-\frac{pT^3}{6}\right)dT
=p\left(sT_0-\frac{pT_0^4}{24}\right)
=\frac34\,psT_0 ,
$$

where the last step uses $pT_0^3=6s$. Substituting $p=6s/T_0^3$ gives

$$
\frac12=\frac{9s^2}{2T_0^2},\qquad T_0=3s,\qquad
p=\frac{6s}{27s^3}=\frac{2}{9s^2}.
$$

In ordinary units this is

$$
\frac{ds}{dt}=\frac29\,u_0\left(\frac{s_0}{s}\right)^2 ,
$$

the edge equation found from the Child current. If it is started at $s(0)=s_0$, its integral is again

$$
s=s_0\left[1+\frac23\,\omega_{\rm pi}t\right]^{1/3}.
$$

The Child flow itself also emerges. The path can be written $x=s[1-(T/3s)^3]$. Its speed is $v=pT^2/2=(T/3s)^2$, which equals $(1-x/s)^{2/3}$, the Child speed profile. The flux is

$$
J=nv=\frac{pT^2/2}{1+T^2/2}.
$$

For $T\gg1$ it approaches the uniform value $p$. Near the edge, where $T$ is of order 1, it falls to zero and displacement current makes up the difference. This layer has a width of order $p$, that is $1/s^2$, and becomes thin as the sheath expands. It replaces the infinite edge density of the Child solution by the finite density $n_0$.

### The first correction

The path description also gives the first effect of finite crossing time. Let $q=d^2s/dt^2$. From $p=2/(9s^2)$, the orders of magnitude are $p\sim s^{-2}$, $q\sim s^{-5}$ and $T\sim s$. In the position of an ion, $s$ and $pT^3$ are of order $s$, while $pT$ and $qT^4$ are of order $1/s$. The term $qT^2$ in the starting position is of order $s^{-3}$ and may be dropped.

Including the change of edge speed, the lead of the edge is

$$
s(t-y)-s(t-T)=p(T-y)-\frac q2(T^2-y^2).
$$

The additional integral is

$$
\frac q2\int_0^Ty(T^2-y^2)\,dy=\frac q2\left(\frac{T^4}{2}-\frac{T^4}{4}\right)=\frac{qT^4}{8}.
$$

It is subtracted from $pT^3/6$. Since $q$ is negative (the edge moved faster earlier), the displacement is larger than $pT^3/6$. Thus

$$
x=s-pT-\frac{pT^3}{6}+\frac{qT^4}{8}.
$$

The edge speed at the time of uncovering was $p-qT$, which replaces $p$ in the label interval. The voltage condition is now

$$
\frac12=\int_0^{T_{\rm w}}x\,(p-qT)\,dT ,
$$

with $T_{\rm w}$ the corrected arrival age. The upper limit may still be set to $T_0$, defined by $pT_0^3=6s$. The integrand vanishes at $T_{\rm w}$, so a shift of the limit changes the integral in proportion to the square of the shift, which is of relative order $s^{-4}$. Integrating each term and omitting products of two corrections gives

$$
\frac12=p\left[sT_0-\frac{pT_0^2}{2}-\frac{pT_0^4}{24}+\frac{qT_0^5}{40}\right]
-q\left[\frac{sT_0^2}{2}-\frac{pT_0^5}{30}\right].
$$

Replace $pT_0^3$ by $6s$ in the terms containing $q$. Their coefficients of $qsT_0^2$ are $3/20$, $-1/2$ and $1/5$, with sum $-3/20$. Consequently

$$
\frac12=\frac34\,psT_0-\frac{p^2T_0^2}{2}-\frac{3}{20}\,qsT_0^2 .
$$

The two corrections can be evaluated with the leading results $T_0=3s$, $p=2/(9s^2)$ and

$$
q=\frac{dp}{ds}\,p=-\frac{4}{9s^3}\,\frac{2}{9s^2}=-\frac{8}{81s^5}.
$$

They become

$$
\frac{p^2T_0^2}{2}=\frac{2}{9s^2},
\qquad
-\frac{3}{20}\,qsT_0^2=+\frac{2}{15s^2},
$$

and therefore

$$
\frac34\,psT_0=\frac12+\left(\frac29-\frac2{15}\right)\frac1{s^2}
=\frac12\left(1+\frac{8}{45s^2}\right).
$$

Because $T_0=(6s/p)^{1/3}$, the left side is proportional to $p^{2/3}$ at fixed $s$. Raising the correction factor to the power $3/2$ gives

$$
\frac{ds}{dt}=\frac{2}{9s^2}\left[1+\frac{4}{15s^2}+O(s^{-4})\right].
$$

Inversion yields $dt/ds=(9/2)s^2-6/5+O(s^{-2})$. Integrating and multiplying by $2/3$,

$$
s^3-\frac45\,s=\frac23\,t+C+O\!\left(\frac1s\right).
$$

The constant $C$ retains the effect of the start-up, which the late expansion cannot supply. A fit to the ion-sheet calculation with both numbers free gives a linear coefficient of 0.799, against the derived $4/5$, and $C\simeq0.14$. The fitted constant is sensitive to small errors in the coefficient: when the discretization error is removed, the coefficient becomes 0.800 and the constant falls to $C\simeq0.13$, well below 1.

This clarifies the role of the 1 in the cube-root law. The neglected term $4s/5$ grows with time and eventually exceeds that constant. The 1 makes the quasistatic solution start at the matrix width, but it is not the next term in the late expansion of the time-dependent model. The leading growth $s^3\simeq2t/3$ is common to both.

### Comparison with the worked case

The ion-sheet calculation keeps the cold ions, sharp edge and fixed voltage, but assumes neither uniform flux nor slow expansion. For the parameters of the first half, it gives a width of $5.93\times10^8$ Å at 1000 ns. The cube-root width, $5.79\times10^8$ Å, is 2.3 percent smaller relative to the ion-sheet width.

The correction formula accounts for this difference. Subtracting $s^3=1+2t/3$ from the late expansion gives a difference in $s^3$ of about $4s/5+C-1$. The relative difference in width is this quantity divided by $3s^3$. With $s=5.93/2.35=2.52$,

$$
\frac{0.8(2.52)+0.13-1}{3(2.52)^3}\simeq0.024 ,
$$

close to the computed 2.3 percent. At $\omega_{\rm pi}t=740$ the deviation has fallen to 0.37 percent.

Early in the pulse the sign is opposite. The cube-root law is wider because it gives the edge a finite initial speed. Its largest deviation over the calculated interval is 4.4 percent of the ion-sheet width, at $\omega_{\rm pi}t=0.44$. A small error in width does not imply an equally small error in current. Averaged over the interval from $\omega_{\rm pi}t=2.6$ to 3.4, the flux at the target is $0.165\,n_0u_0$, while the edge speed is $0.115\,u_0$, so the average-flux relation fixes the spatial mean of the flux at $0.115\,n_0u_0$. The mean summed directly over the ion sheets, $0.116\,n_0u_0$, is about 1 percent high, which is a discretization error of the sheet calculation. The target flux is larger because the field there is falling, and the displacement current is negative.

The dose at 1000 ns is $5.27\times10^{-6}$ Å$^{-2}$ from the ion sheets. The late-dose formula with the cube-root width gives $5.15\times10^{-6}$ Å$^{-2}$, which is lower by 2.3 percent.

The time-dependent ion motion, start-up included, raises the width by about 2.4 percent of the cube-root value at 1000 ns and by 1.8 percent at 2000 ns. A plasma that already drifts towards the target at the Bohm speed would lower it by 1.7 and 2.6 percent at these times. In a plasma initially at rest this second shift is nearly absent, because the edge still moves much faster than the Bohm speed. The two effects were calculated separately, so these figures do not establish the error of a model containing both. Further values are in the numerical output.

### What each derivation assumes

Both derivations assume a planar, collisionless sheath, cold ions, constant voltage, a sharp edge and an undisturbed plasma beyond it. Both fail when the sheath becomes comparable with the target size or the ion mean free path, and when its width approaches $s_{\rm c}$.

The first derivation assumes the form of the flow. It applies energy conservation in a steady potential and takes the flux to be uniform. The edge relation then turns the Child current into a speed. This is the shorter route, and it shows directly why the growth slows. By itself it indicates when the quasistatic step is justified, through the ratio of time scales $(2/3)(s_0/s)^2$, but it does not give the resulting correction to the width.

The second derivation assumes neither a steady potential nor uniform flux. It obtains the ion order, the Child speed profile and the edge equation from the motion and the voltage condition. Its late expansion does assume that the edge speed varies smoothly over a crossing time and that oscillations left by the start-up have died away. That decay was not proved here; the computed growth and linear coefficient support it for a sudden voltage step.

Neither route derives the cube-root law as an accurate description of the first few ion response times. The matrix width enters both as the initial value of an equation whose justification comes later, when $s^2\gg s_0^2$.

## Values computed for the example and the checks

```
Input ion energy eV0: 50000 eV
Input electron temperature: 1.0 eV
Input plasma density: 1.000e-14 angstrom^-3
Input ion mass: 40.0 u
Matrix width s0: 2.35082e+08 angstrom
Ion speed u0: 4.91135e+06 angstrom/ns
Ion plasma frequency: 0.020892 rad/ns
Bohm speed: 1.55310e+04 angstrom/ns
uB/u0, also Debye length/s0: 0.003162 (no unit)
Steady Child width: 1.97067e+09 angstrom
Steady width/s0: 8.3829 (no unit)
Child flux quadrature/formula: 1.000000000 (no unit)
Largest edge-equation relative error: 3.29e-09 (no unit)
t=500 ns: omega_pi*t=10.4460, s/s0=1.99700 (no unit)
  cube-root width: 4.69458e+08 angstrom
  ion-sheet width: 4.83014e+08 angstrom
  Bohm-supply width: 4.64319e+08 angstrom
  cube-root minus ion-sheet: -2.807 percent
  Child flux: 2.73674e-09 ions/(angstrom^2 ns)
  Child transit time: 286.759 ns
  dose, sheets; Child: 4.0072e-06; 3.9098e-06 angstrom^-2
t=1000 ns: omega_pi*t=20.8921, s/s0=2.46226 (no unit)
  cube-root width: 5.78833e+08 angstrom
  ion-sheet width: 5.92647e+08 angstrom
  Bohm-supply width: 5.69026e+08 angstrom
  cube-root minus ion-sheet: -2.331 percent
  Child flux: 1.80019e-09 ions/(angstrom^2 ns)
  Child transit time: 353.569 ns
  dose, sheets; Child: 5.2738e-06; 5.1518e-06 angstrom^-2
t=2000 ns: omega_pi*t=41.7841, s/s0=3.06723 (no unit)
  cube-root width: 7.21049e+08 angstrom
  ion-sheet width: 7.34016e+08 angstrom
  Bohm-supply width: 7.02033e+08 angstrom
  cube-root minus ion-sheet: -1.767 percent
  Child flux: 1.16010e-09 ions/(angstrom^2 ns)
  Child transit time: 440.439 ns
  dose, sheets; Child: 6.8225e-06; 6.6995e-06 angstrom^-2
Main width at 1000 ns: 57.883 mm
Early displacement/(t^2/4), omega_pi*t=0.2: 0.97882 (no unit)
At omega_pi*t=3, edge speed/u0: 0.11459 (no unit)
  mean ion flux/(n0*u0): 0.11569 (no unit)
  wall ion flux/(n0*u0): 0.16523 (no unit)
Largest cube-root deviation: 4.375 percent
  occurs at omega_pi*t: 0.440 (no unit)
Late omega_pi*t; sheet s/s0: 740.0; 7.93589 (no unit)
Late cube-root deviation: -0.3652 percent
Late sheath charge*s/(n0*s0^2): 0.66977 (no unit)
Fitted linear coefficient (theory 4/5): 0.79857 (no unit)
Fitted start-up constant C: 0.1376 (no unit)
Ion stretching, sheets/formula: 1.000045 (no unit)
```
